# Choosing the phonon cutoff for a two-site Holstein polaron

## A carrier that cannot hop

Put a hole on one site and let it pull on one harmonic vibration. With energies in units of \(\hbar\omega\) and the zero-point energy dropped, the Hamiltonian is

\[
h=b^\dagger b-\alpha(b+b^\dagger)=(b^\dagger-\alpha)(b-\alpha)-a,\qquad a=\alpha^2 .
\]

Multiplying out the product gives \(b^\dagger b-\alpha(b+b^\dagger)+a\), and the last \(-a\) removes the extra constant. The shifted operator \(b-\alpha\) obeys the same commutation rule as \(b\), so the levels are \(n-a\) with \(n=0,1,2,\dots\). The lattice relaxes and the hole gains the energy \(a\).

A program stores a finite number \(M\) of phonon states. With \(M=2\) it diagonalizes

\[
\begin{pmatrix}0&-\alpha\\-\alpha&1\end{pmatrix},\qquad
E_2=\tfrac12-\sqrt{\tfrac14+a}.
\]

For \(a=0.25\) this is \(-0.2071\) instead of \(-0.25\). The error, \(0.0429\), is 17% of the relaxation energy: two states cannot describe the displaced oscillator well. The setting discussed here is \(M\), and the question is how large it must be once the hole can also tunnel.

## The mode that needs the cutoff

The Holstein dimer has one carrier, two equivalent sites, hopping \(t\ge0\) and one vibration per site:

\[
H=-t(c_1^\dagger c_2+c_2^\dagger c_1)+\sum_i b_i^\dagger b_i-g\sum_i n_i(b_i+b_i^\dagger).
\]

Define \(b_\pm=(b_1\pm b_2)/\sqrt2\) and \(x_\pm=b_\pm+b_\pm^\dagger\). Let \(\sigma_z=n_1-n_2\), and let \(\sigma_x\) exchange the sites. Since \(n_1+n_2=1\), we have \(n_{1,2}=(1\pm\sigma_z)/2\), and the coupling becomes

\[
-g\left[\frac{x_1+x_2}{2}+\sigma_z\frac{x_1-x_2}{2}\right]
=-\alpha\,(x_++\sigma_zx_-),\qquad \alpha=\frac{g}{\sqrt2}.
\]

The in-phase mode does not notice where the carrier sits. It is the oscillator \(h\) above, with ground energy \(-a\), and needs no cutoff. Writing \(b\) for \(b_-\), what remains is

\[
H_r=-t\sigma_x+b^\dagger b-\alpha\sigma_z(b+b^\dagger).
\]

This operator commutes with the parity \(\sigma_x(-1)^{b^\dagger b}\), because \(\sigma_z\) reverses \(\sigma_x\) while \(b+b^\dagger\) reverses \((-1)^{b^\dagger b}\). For parity \(p=\pm1\) use the states

\[
|n,p\rangle=|n\rangle\,\frac{|1\rangle+p(-1)^n|2\rangle}{\sqrt2}.
\]

On them \(\sigma_x\) has the value \(p(-1)^n\). The operator \(\sigma_z\) changes the sign of the \(|2\rangle\) part, which is the electronic state belonging to \(n\pm1\). Each sector is therefore a tridiagonal matrix:

\[
H_{nn}=n-pt(-1)^n,\qquad H_{n,n+1}=-\alpha\sqrt{n+1}.
\]

Keep \(n=0,\dots,M-1\). Let \(E_M\) be the lowest level of this finite matrix, and \(E_0<E_1\) the two lowest levels of the infinite one. By the variational principle the cutoff error \(\delta=E_M-E_0\) is never negative.

## What each limit says about the cutoff

**Zero coupling.** For \(\alpha=0\) the levels are the diagonal elements. For \(p=+1\) the lowest is \(-t\), and \(M=1\) suffices. For \(p=-1\) the candidates are \(t\) at \(n=0\) and \(1-t\) at \(n=1\), so \(M=2\) suffices. Beyond that the error vanishes, whatever \(M\) is. Agreement with this limit checks the hopping term but says nothing about convergence at finite coupling.

**Lang-Firsov limit.** For \(t=0\) both sectors reduce to \(h\), with \(E_0=-a\), and the cutoff error can be worked out. Set \(x=E+a\), so that the error is the smallest eigenvalue \(x_0\) of the matrix with diagonal \(n+a\) and off-diagonal \(-\alpha\sqrt{n+1}\). Expanding its characteristic polynomial \(\pi_n(x)\) along the last row gives

\[
\pi_{n+1}=(x-n-a)\pi_n-na\,\pi_{n-1}.
\]

Write \(\pi_n=(-a)^nC_n\) and divide by \((-a)^n\):

\[
-aC_{n+1}=(x-n-a)C_n+nC_{n-1}.
\]

These are the Charlier polynomials. Multiply by \(z^n/n!\) and sum, with \(G(z)=\sum_n C_nz^n/n!\). The shifted index on the left gives \(G'\), the factor \(n\) gives \(zG'\), and the last term gives \(zG\):

\[
-aG'=(x-a)G-zG'+zG
\;\Rightarrow\;
\frac{G'}{G}=1+\frac{x}{z-a}
\;\Rightarrow\;
G=e^z\left(1-\frac za\right)^x,
\]

where \(G(0)=C_0=1\) fixes the constant. At \(x=0\), \(G=e^z\), so \(C_M(0)=1\). Hence \(C_M(x)=\prod_j(1-x/x_j)\), and \(-C_M'(0)=\sum_j1/x_j\). The derivative of \(G\) with respect to \(x\) at \(x=0\) is \(e^z\ln(1-z/a)=-e^z\sum_{k\ge1}z^k/(ka^k)\). Its coefficient of \(z^M/M!\) yields

\[
\sum_{j=0}^{M-1}\frac1{x_j}=S,\qquad
S=\sum_{k=1}^{M}\frac{M!}{(M-k)!\,k\,a^k}.
\]

All \(x_j\) are positive, so \(1/x_0\le S\). The variational principle for ordered levels also gives \(x_j\ge j\), so the terms with \(j\ge1\) add up to at most \(H_{M-1}=\sum_{j=1}^{M-1}1/j\). Therefore

\[
\frac1S\le x_0\le\frac1{S-H_{M-1}}\qquad(S>H_{M-1}).
\]

To see the size, put \(k=M-j\):

\[
S=\frac{(M-1)!}{a^M}\sum_{j=0}^{M-1}\frac{a^j}{j!}\frac{M}{M-j}.
\]

For \(M\gg a\) the last fraction is close to 1 wherever the terms matter, the sum tends to \(e^a\), and \(H_{M-1}\) is negligible beside \(S\). Thus

\[
x_0\simeq e^{-a}\frac{a^M}{(M-1)!}.
\]

The error falls faster than any exponential, but only after \(M\) has passed \(a\). The next term, \(M/(M-j)\approx1+j/M\) with mean \(j\) equal to \(a\), divides this estimate by about \(1+a/M\). For \(a=1.5\) and \(M=30\) that predicts a ratio of true error to estimate of \(1/1.05=0.952\); the computed ratio is 0.948.

This is a good first guess for \(M\) when \(t\) is small. At large hopping it can ask for more states than needed: for \(a=5\), \(t=10\) and a target of 1% of the gap between the lowest levels of the two parities it gives 15 where 9 suffice. Nor is it an upper bound on the error at finite hopping. For \(t=0.3\), \(a=0.25\), \(p=-1\) and \(M=2\) the error is 0.0855, twice the value 0.0429 found without hopping.

## An error bound at finite hopping

The finite calculation contains the missing information in its last eigenvector component. Let \(\psi_M=\sum_{n<M}c_n|n,p\rangle\) be the normalized, real ground vector. Inside the kept space it satisfies the eigenvalue equation. The full Hamiltonian also connects \(n=M-1\) to the first omitted state:

\[
(H-E_M)\psi_M=-\alpha\sqrt M\,c_{M-1}|M,p\rangle,\qquad
\rho^2=aM\,c_{M-1}^2,
\]

where \(\rho\) is the length of this residual.

**Lower bound on the error.** Diagonalize \(H\) in the space of \(\psi_M\) and \(|M,p\rangle\). The diagonal elements are \(E_M\) and \(E_M+D\), with \(D=M-pt(-1)^M-E_M\), and the off-diagonal element has magnitude \(\rho\). The lower root lies \((\sqrt{D^2+4\rho^2}-D)/2\) below \(E_M\), and \(E_0\) cannot lie above it. For \(D>0\), the usual case once \(M\) is large enough, multiplying and dividing by the sum of the two terms gives a form without cancellation:

\[
\delta\ge\frac{2\rho^2}{D+\sqrt{D^2+4\rho^2}} .
\]

**Upper bound on the error.** The operator \((H-E_0)(H-E_1)\) has no negative eigenvalue, since no level lies between \(E_0\) and \(E_1\). In the state \(\psi_M\), \(\langle H\rangle=E_M\) and \(\langle H^2\rangle=E_M^2+\rho^2\). Hence

\[
0\le E_M^2+\rho^2-(E_0+E_1)E_M+E_0E_1
=\rho^2-(E_M-E_0)(E_1-E_M).
\]

If a number \(L\) is known with \(E_M<L\le E_1\), then

\[
\delta\le\frac{\rho^2}{E_1-E_M}\le\frac{\rho^2}{L-E_M}.
\]

This is Temple's inequality. The two limits now become useful, because each supplies an \(L\).

*From Lang-Firsov.* In a sector the hopping term is \(-pt(-1)^n\), which shifts no level by more than \(t\). The second level at \(t=0\) is \(1-a\), so

\[
L_{\rm LF}=1-a-t .
\]

*From zero coupling.* For \(\alpha<1\), set aside a part \(\alpha\) of the phonon energy to pay for the coupling:

\[
\alpha b^\dagger b-\alpha(b+b^\dagger)=\alpha(b^\dagger-1)(b-1)-\alpha\ge-\alpha .
\]

The rest of \(H\) is diagonal. Thus \(L_0\) is the second smallest of the numbers \((1-\alpha)n-pt(-1)^n\), minus \(\alpha\).

Use the larger of the two. If neither exceeds \(E_M\), this method gives no upper bound. That does not show that the energy is poor, but it leaves its quality unproved.

The condition on \(L\) matters. At zero coupling with \(t=0.8\), \(p=-1\) and \(M=1\), the program returns \(0.8\) while the true level is \(0.2\). The residual is zero, because the vector is an eigenvector, but of the wrong level. Here \(L_{\rm LF}=0.2\) and \(L_0=0.8\); neither exceeds \(E_M\), so the bound is correctly refused. A small residual alone is not proof of convergence to the ground level.

The limits also cover different regions. For \(t=2\), \(a=0.01\), \(p=-1\) and \(M=6\), \(E_M=-1.0073\). The Lang-Firsov value \(-1.0100\) is too low to help, but the zero-coupling value \(0.6000\) leaves a wide gap.

## When the Lang-Firsov bound will work

At \(t=0\) the ground vector is the displaced vacuum, \(c_n=e^{-a/2}\alpha^n/\sqrt{n!}\). In it

\[
\langle(-1)^n\rangle=e^{-a}\sum_n\frac{(-a)^n}{n!}=e^{-2a},
\qquad
E_0\le-a-pt\,e^{-2a}.
\]

For large enough \(M\), \(E_M\) falls below \(L_{\rm LF}\) if \(-a-pte^{-2a}<1-a-t\), that is, if

\[
t\,(1-p\,e^{-2a})<1 .
\]

This is sufficient, not necessary. It holds for both parities whenever \(t<1/2\). At strong coupling the bound does not reach much further than \(t\approx1\): for \(a\ge1\) only \(L_{\rm LF}\) is available, and it drops by \(t\) while \(E_0\) stays near \(-a\) as long as \(t\) is small compared with \(a\). For \(t\) up to 8 in steps of 0.1, even the converged level lies above \(L_{\rm LF}\) from \(t=1.3\) on at \(a=1.5\), \(p=-1\), and from \(t=1.1\) on for both parities at \(a=5\), 10 and 20. There no value of \(M\) yields an upper bound.

The same expectation value gives the energies to first order in \(t\). The tunnel splitting \(\Delta=E_0^{(p=-1)}-E_0^{(p=+1)}\) is then \(2te^{-2a}\): the carrier must drag its lattice distortion along, which weakens the tunnelling.

Both truncated levels lie too high, by \(\delta_-\) and \(\delta_+\), so the truncated splitting is wrong by \(\delta_--\delta_+\). Since neither is negative,

\[
|\Delta_M-\Delta|\le\max(\delta_+,\delta_-).
\]

## Worked example

Take the round model parameters \(t=0.4\) and \(g^2=3\), so \(a=1.5\). Here \(\alpha>1\), and the bound comes from \(L_{\rm LF}=1-1.5-0.4=-0.9\). The converged second levels, \(-0.638\) for \(p=+1\) and \(-0.445\) for \(p=-1\), do lie above it.

For \(p=+1\) and \(M=14\), \(E_M=-1.553843\), and

\[
L-E_M=0.6538,\qquad D=14-0.4+1.5538=15.154 .
\]

The upper bound on the error is \(1.28\times10^{-7}\), which corresponds to \(\rho^2=1.28\times10^{-7}\times0.6538=8.4\times10^{-8}\). The lower bound is then close to \(\rho^2/D=5.5\times10^{-9}\). The error against the converged level is \(6.9\times10^{-9}\).

The upper bound is thus safe but about 19 times the true error. A better \(L\) would not cure this: even with the converged \(E_1\), the gap would grow only to 0.916 and the bound would fall to \(9.2\times10^{-8}\). Equality in Temple's inequality requires \(\psi_M\) to contain nothing but the two lowest levels, whereas the residual here points to a state with mean energy near \(M\). The lower bound uses that energy, measured from \(E_M\) as \(D\), and comes much closer.

The splitting shows why the target must suit the quantity wanted:

- At \(M=4\) it is \(-1.37755+1.44754=0.0700\), against the converged 0.04145, which is 69% too large.
- At \(M=6\) it is 0.0447, still 8% too large, although each level is wrong by only about 1% of its own value.
- At \(M=8\) it is 0.0417, and the excess is 0.5%.

For a guaranteed error below \(10^{-6}\,\hbar\omega\) in both levels, the bounds require \(M=14\). The errors themselves are below that target from \(M=12\), which is also the cutoff found at zero hopping. The guarantee costs two extra states. At \(M=14\) the splitting is 0.0414496 with an error of at most \(2.0\times10^{-7}\), or 5 parts in a million of the splitting. The first-order value \(2te^{-3}=0.0398\) is 4% too low; that is an error of the approximation in \(t\), not of the cutoff.

## If the program truncates the site modes

Some calculations keep \(b_1\) and \(b_2\) and give each site its own cutoff. At \(t=0\) the occupied site then carries the full coupling \(g\), and the earlier error formula applies with \(a\) replaced by \(g^2=2a\). For \(M\gg2a\) the error is larger by the factor

\[
\frac{e^{-2a}(2a)^M}{e^{-a}a^M}=2^Me^{-a}.
\]

With ten states and \(g^2=3\), the site modes give an error of \(5.2\times10^{-3}\) and the relative mode \(2.9\times10^{-5}\), a ratio of about 180. The leading formula gives 228; \(M=10\) is not yet far above \(2a=3\). The site basis also has \(2M^2\) states, against two separate matrices of size \(M\).

## Setting the cutoff

1. Find out which mode the cutoff limits. Use \(a=g^2/2\) for the relative mode and \(g^2\) in its place for site modes.
2. Choose the permitted error. For tunnelling, make it a small fraction of the splitting. For \(t\) well below 1 this is about \(2te^{-2a}\), which shrinks quickly as the coupling grows (the formula is within about 10% at \(t=0.4\) for \(a\) from 0.25 to 10, but too low by a factor of 2 at \(a=5\), \(t=2\)); otherwise use the computed splitting and check it again as \(M\) is raised.
3. Take as a first guess the smallest \(M>a\) for which \(e^{-a}a^M/(M-1)!\) is below that error.
4. In the relative-mode basis, diagonalize both parities, read off \(c_{M-1}\), and evaluate \(\rho^2/(L-E_M)\). Raise \(M\) until the larger bound meets the target.
5. If \(L\le E_M\), raise \(M\) first, since \(E_M\) may still fall. If the refusal persists, a sharper lower bound on \(E_1\) is needed. Expect this whenever the coupling is strong and the hopping exceeds about one phonon quantum; the two limits used here then give no guarantee, and only the lower bound on the error remains.

The bounds concern the lowest level of each parity, for one carrier with linear coupling to equal harmonic modes. In an amorphous oxide two neighbouring sites will generally differ in energy. A term proportional to \(\sigma_z\) then mixes the parities, and the sector matrices and their bounds no longer apply as they stand. Nor do the bounds measure how well two sites represent a real hole trap: they control the numerical error within the model. The full tables of levels and bounds are in the numerical output below.

## Values computed for the example and the checks

```
All energies in units of hbar*omega
hopping t = 0.400; g^2 = 3.000; a = 1.500 (g^2, a: no unit)
p=+1: converged E0 = -1.553843356, variational -1.519914827
p=+1: converged E1 = -0.638249, bound L = -0.900000
p=-1: converged E0 = -1.512393775, variational -1.480085173
p=-1: converged E1 = -0.445251, bound L = -0.900000
p=+1: M, E_M, lower bound, true error, upper bound
  4 -1.447537468 4.763e-02 1.063e-01 4.432e-01
  6 -1.541738184 6.737e-03 1.211e-02 7.504e-02
  8 -1.553140687 4.614e-04 7.027e-04 6.467e-03
 10 -1.553820473 1.655e-05 2.288e-05 2.824e-04
 12 -1.553842880 3.659e-07 4.767e-07 7.362e-06
 14 -1.553843349 5.541e-09 6.933e-09 1.284e-07
p=-1: M, E_M, lower bound, true error, upper bound
  4 -1.377554517 6.183e-02 1.348e-01 7.561e-01
  6 -1.497060817 8.479e-03 1.533e-02 1.123e-01
  8 -1.511480775 5.959e-04 9.130e-04 9.660e-03
 10 -1.512363362 2.192e-05 3.041e-05 4.264e-04
 12 -1.512393130 4.938e-07 6.449e-07 1.122e-05
 14 -1.512393765 7.592e-09 9.514e-09 1.973e-07
zero hopping: M, lower bound 1/S, true error, large-M law
  4 1.125e-01 1.272e-01 1.883e-01
  6 1.433e-02 1.470e-02 2.118e-02
  8 8.775e-04 8.792e-04 1.135e-03
 10 2.937e-05 2.938e-05 3.546e-05
 12 6.247e-07 6.247e-07 7.253e-07
 14 9.240e-09 9.240e-09 1.046e-08
true error / large-M law at M=30: 0.9482 (no unit)
target error 1.0e-06: M certified 14, needed 12, zero-hopping 12
splitting at certified M: 0.041449584, error bound 1.97e-07
converged splitting: 0.041449582
first-order splitting 2t exp(-2a): 0.039829655
total ground energy with in-phase mode: -3.053843356
zero hopping, 10 states: site modes 5.245e-03, relative mode 2.938e-05
t=0.3, a=0.25, p=-1, M=2: error 0.08547, at t=0 0.04289
t=0.8, a=0, p=-1, M=1: error 0.600, certificate refused
t=2, a=0.01, p=-1, M=6: E_M = -1.007331
  L Lang-Firsov -1.0100, L zero coupling 0.6000
scan: 85 cases certified, 11 refused (counts)
```
